Resistance of a line-to-via bend and its corner-limited grid convergence

**Definitions and conventions**

A metal line of thickness a ends above a via of width b. The current runs along the line, turns through a right angle and leaves down the via. The structure has uniform depth d, so the problem is two-dimensional. With the inner corner at the origin, the metal occupies

line: −L1 < x < 0, 0 < y < a
corner rectangle: 0 < x < b, 0 < y < a
via: 0 < x < b, −L2 < y < 0.

The lengths L1 and L2 are measured from the inner corner, and s = a/b. The line is thicker than the via is wide when s > 1, but the formulas below hold for any s > 0.

The resistivity ρ is constant, the side walls are insulating, and the two ends are equipotential electrodes. There is no barrier layer or contact resistance. If V is the voltage and I the total current, define φ = Vd/(ρI). Ohm's law gives J = −∇V/ρ = −(I/d)∇φ, and charge conservation then gives

∇²φ = 0, with ∂φ/∂n = 0 on the walls.

The flux of −∇φ through any cross-section is 1, so the drop in φ between the electrodes is Rd/ρ, the resistance in squares. Below, R without a unit means this number. The mean density in the via is J_mean = I/(bd), hence J/J_mean = b|∇φ|. Atomic units would be unnatural for this classical problem.

**Two energies that bracket the resistance**

Let U be the potential with U = 1 on the line electrode and U = 0 on the via electrode. Integration by parts turns ∫|∇U|² into the boundary integral of U ∂U/∂n, which is the current at unit voltage, G = 1/R. Any other trial field with the same electrode values is U + η, with η = 0 on the electrodes. Its energy is

∫|∇(U+η)|² = G + 2∫∇U·∇η + ∫|∇η|².

The middle integral equals the boundary integral of η ∂U/∂n minus ∫η∇²U. Both vanish: η is zero on the electrodes, ∂U/∂n is zero on the walls, and U is harmonic. Therefore

∫|∇(U+η)|² = G + ∫|∇η|² ≥ G.   (1)

A trial potential can only overestimate the conductance, so it underestimates R.

The second energy uses the stream function ψ, defined by −∂φ/∂x = ∂ψ/∂y and −∂φ/∂y = −∂ψ/∂x. The current between two points is the difference of ψ, so ψ = 0 on the inner wall and ψ = 1 on the outer wall. On an electrode φ is constant, which makes ∂ψ/∂n = 0 there. Since |∇ψ| = |∇φ|, and ∫|∇φ|² is drop times unit flux,

∫|∇ψ|² = R.

The argument of (1), with walls and electrodes exchanged, shows that a trial stream function overestimates R.

**The smallest grid, by hand**

Divide the region into square cells of side h and each cell into two right triangles, with a linear trial field on each. If the field differs by p and q along the two legs of a triangle, its gradient has components p/h and q/h and its area is h²/2, so its energy is

(h²/2)(p²/h² + q²/h²) = p²/2 + q²/2.

The diagonal does not appear. Each cell thus gives each of its four edges a conductance 1/2. An edge shared by two cells has conductance 1, and an edge on the boundary has 1/2.

Take a = b = L1 = L2 = h = 1, which leaves three cells. The line electrode is the pair of nodes (−1,0), (−1,1) with U = 1. The via electrode is (0,−1), (1,−1) with U = 0. The free nodes are (0,0), (0,1), (1,0) and (1,1).

Reflection in the diagonal through the two corners exchanges the electrodes and therefore sends U to 1 − U. The nodes (0,0) and (1,1) lie on this diagonal, so U = 1/2 there. If U = P at (0,1), then U = 1 − P at (1,0). Node (0,1) has an edge of conductance 1/2 to the electrode, one of 1 to (0,0) and one of 1/2 to (1,1). Current balance reads

(1/2)(P − 1) + (P − 1/2) + (1/2)(P − 1/2) = 0,
2P = 5/4, so P = 5/8.

The current leaving the line electrode is

G_h = (1/2)(1 − 1/2) + (1/2)(1 − 5/8) = 1/4 + 3/16 = 7/16,

and R_φ = 16/7 ≈ 2.29.

For the stream function every node lies on a wall, so nothing remains to be solved. The edges joining the inner wall to the outer wall are the two electrode edges, with conductance 1/2 each, and the two edges from (0,0) to (0,1) and (1,0), with conductance 1 each. All have difference 1, so

R_ψ = 1/2 + 1 + 1 + 1/2 = 3.

The true resistance of this short bend lies between 16/7 and 3. The uncertainty is large, but it is known.

**The scheme in general**

For n cells per via width, h = b/n, and h is chosen so that a, L1 and L2 are also whole multiples of it. The method is:

1. Add conductance 1/2 to every edge of each metal cell.
2. Fix U on the electrodes, impose current balance at every other node, and compute G_h = Σ g(ΔU)² over the edges, where g is the edge conductance. Set R_φ = 1/G_h.
3. Fix ψ on the walls, impose the same balance at the remaining nodes, and set R_ψ = Σ g(Δψ)².

At an interior node all four conductances are 1, so the balance is the usual five-point form of Laplace's equation. Insulating walls need no further condition, because the minimum supplies it. The trial fields satisfy the fixed values, which are constant on each electrode or wall, so at every h

R_φ ≤ R ≤ R_ψ.

**The resistance from a conformal map**

A value of R obtained independently of the grid gives the error on each grid directly, and from these errors the order of convergence. Map the upper half of the t plane to the bend by

dz/dt = (b/π) t⁻¹ √((t − s²)/(t + 1)).   (2)

Here z is the physical plane turned by a right angle. As t increases along the real axis, the factor √(t − s²) makes the wall turn at t = s² with interior angle 3π/2, the inner corner. The factor 1/√(t + 1) gives the outer corner, of angle π/2, at t = −1. The line end is t = 0 and the via end is t = ∞.

The widths follow from half circles about these ends, on which ∫dt/t has magnitude π. At large t the root tends to 1, giving width (b/π)π = b. At t = 0 the root has magnitude s, giving sb = a.

The function F = (1/π) ln t has imaginary part 0 for t > 0, the inner wall, and 1 for t < 0, the outer wall. Hence F = −φ + iψ, up to a constant.

To integrate (2), put u = √((t − s²)/(t + 1)). Then

t = (s² + u²)/(1 − u²),
dt/t = [2u/(s² + u²) + 2u/(1 − u²)] du.

Multiplying by u and using u²/(s² + u²) = 1 − s²/(s² + u²) and u²/(1 − u²) = 1/(1 − u²) − 1, the constants cancel:

π dz/b = [2/(1 − u²) − 2s²/(s² + u²)] du.

On the inner via wall t > s² and 0 < u < 1. The distance from the corner, where u = 0, is

r = (b/π)[2 artanh u − 2s arctan(u/s)].   (3)

On the inner line wall 0 < t < s², and u = iv with 0 < v < s. The same integral gives the distance

r′ = (b/π)[2s artanh(v/s) − 2 arctan v].

Now let the arms be long. For t → ∞, 1 − u² = (1 + s²)/(t + 1) gives 1 − u ≈ (1 + s²)/(2t). Since 2 artanh u = ln((1 + u)/(1 − u)),

πL2/b = ln t₂ + ln(4/(1 + s²)) − 2s arctan(1/s).

For t → 0, v² = (s² − t)/(1 + t) ≈ s² − t(1 + s²), so s − v ≈ t(1 + s²)/(2s). Dividing r′ by a = sb gives

πL1/a = −ln t₁ + ln(4s²/(1 + s²)) − (2/s) arctan s.

The drop in φ is R = (1/π)(ln t₂ − ln t₁). Solving the last two equations for the logarithms and adding yields

R = L1/a + L2/b + δ(s),
δ(s) = (1/π)[2s arctan(1/s) + (2/s) arctan s + 2 ln((1 + s²)/(4s))].   (4)

The two logarithms have combined as −ln(16s²/(1 + s²)²) = 2 ln((1 + s²)/(4s)).

The term δ is the whole contribution of the corner rectangle, including the distortion of the flow in the arms. It is unchanged by s → 1/s, as it must be, since the mirror image of the bend, with the current reversed, has the same R. For equal widths, δ(1) = 1 − (2/π) ln 2 = 0.5587. This is below one square because the current cuts the corner. For s → ∞, the first term in the bracket tends to 2 and the second to 0, so

δ ≈ (2/π)[1 + ln(s/4)].

The coefficient 2/π is that of radial flow in a quarter plane: an arc of length πr/2 carries the current, and ∫dr/(πr/2) = (2/π) ln r. A very thick line feeds the via in this way.

Equation (4) assumes arms long enough for the flow to be uniform at the electrodes. The slowest disturbance varies as cos(πy/a) and decays as exp(−π|x|/a). Its effect on R involves the way out and the way back, so it scales as exp(−2πL1/a), and likewise in the via. For arms of 2.5 widths this is exp(−5π), of order 10⁻⁷. Lengthening both arms to 3.5 widths changed R, beyond the two added squares, by 3×10⁻⁸ squares.

**The field at the inner corner**

From F and (2), |dF/dz| = (1/πt)/((b/π)u/t) = 1/(bu) on the via wall. Therefore

J/J_mean = 1/u,

which tends to 1 far down the via and diverges at the corner.

Put t = s² + τ with small τ. Then

dz/dτ ≈ (b/π) τ^(1/2)/(s²√(1 + s²)),
r ≈ (2b/3π) τ^(3/2)/(s²√(1 + s²)),
F − F₀ ≈ τ/(πs²).

Eliminating τ gives F − F₀ ≈ κr^(2/3) on the via wall, with

κ = (1/πs²)[(3π/2b) s²√(1 + s²)]^(2/3)
  = (1/π)(3π/2)^(2/3) (1/a² + 1/b²)^(1/3).   (5)

The last step uses (1 + s²)/(s²b²) = 1/a² + 1/b². With θ measured from the via wall into the metal, the analytic continuation is

φ ≈ φ₀ − κr^(2/3) cos(2θ/3), ψ ≈ κr^(2/3) sin(2θ/3),

and |∇φ| ≈ (2/3)κr^(−1/3). The density diverges but the energy is finite, because ∫r^(−2/3) r dr converges at r = 0.

The amplitude can also be read from a grid. Multiplying φ by cos(2θ/3) and integrating over an arc 0 < θ < 3π/2 removes the other angular terms by orthogonality and leaves −κr^(2/3)·3π/4. For s = 2 and b = 1 the finest grid gave κ = 0.9628, against 0.9638 from (5).

**Why the order is 4/3**

Apply (1) with η = U_h − U:

G_h − G = ∫|∇(U_h − U)|².

The error of the conductance is the square of the gradient error. For a smooth field a linear element has gradient error of order h, which gives G_h an error of order h².

Near the corner, write r = hX. The singular part of U is −Gκh^(2/3)X^(2/3)cos(2θ/3), and in the variable X the lattice has unit step. The local error is therefore Gκh^(2/3)E(X,θ), where E does not depend on h or s. In two dimensions ∫|∇E|² is unchanged by a change of length scale, so the corner contributes

G²κ²h^(4/3) C, with C = ∫|∇E|² in lattice units.

This integral converges at large X. There the gradient error is proportional to the second derivative of X^(2/3), that is to X^(−4/3), and ∫X^(−8/3) X dX is finite. Since R − R_φ = (G_h − G)/(G G_h), to leading order

R − R_φ ≈ Cκ²h^(4/3),   (6)

with corrections expected at order h². The same reasoning gives R_ψ − R ≈ C′κ²h^(4/3). This is a scaling argument and not a full proof, but it makes a sharp prediction: C must not depend on s.

Fits with an h^(4/3) and an h² term for s = 1, 2 and 3 gave C = 0.2648, 0.2648 and 0.2649, while κ² falls by about a third from s = 1 to s = 3. For the stream function C′ was 0.2645, 0.2645 and 0.2646. The difference of about 0.0003 comes from the two-term fit, because symmetry makes C and C′ equal. Join the corner region to its mirror image along both walls. The result is a surface with total angle 3π around the corner, on which the cosine field is even and the sine field odd under the reflection. A quarter turn carries the lattice on this surface into itself and mixes r^(2/3) cos(2θ/3) and r^(2/3) sin(2θ/3) like the components of a plane vector turned by π/3. The error energy is quadratic in the field and unchanged by this turn, so it must be the same for both.

The loss of order comes from the r^(2/3) term and not from the shape of the region alone. As a control, the harmonic function eˣcos y was prescribed on all walls of an L-shaped region with the same inner corner. The largest nodal error and the energy error then both fell with order 2.00.

For another interior angle ω > π between two insulating walls, the leading power is r^α with α = π/ω < 1, and the same scaling gives an error of order h^(2α). At the tip of a thin slit, ω = 2π, this would be order h. That case was not tested.

**A worked example**

Take round model parameters: a = 40 nm, b = d = 20 nm, ρ = 100 nΩ m, L1 = 100 nm and L2 = 50 nm. One square is ρ/d = 5 Ω. Equation (4) gives δ(2) = 0.6435, so

R = 100/40 + 50/20 + 0.6435 = 5.6435 squares = 28.22 Ω,

of which the bend contributes 3.22 Ω.

With n = 64 the bracket is 5.64258 ≤ R ≤ 5.64450. Equation (6), with b = 1 and h = 1/64, predicts an error

0.2648 × 0.9638² × 64^(−4/3) = 0.2460/256 = 9.6×10⁻⁴ squares.

The measured errors are 9.54×10⁻⁴ below and 9.67×10⁻⁴ above. Between n = 32 and n = 64 the observed orders are 1.327 and 1.339, on either side of 4/3. To reduce the error tenfold, n must grow by 10^(3/4) ≈ 5.6, against 10^(1/2) ≈ 3.2 for a second-order scheme.

The known exponent allows extrapolation. If the error at n is A n^(−4/3), then R_2n − R_n = (2^(4/3) − 1) times the error at 2n. Hence

R* = R_2n + (R_2n − R_n)/(2^(4/3) − 1)
   = 5.642583 + 0.001440/1.5198 = 5.64353,

which differs from (4) by 7×10⁻⁶ squares. Dividing by 2² − 1 = 3, as for second order, gives 5.64306 and leaves about half of the error in place. The mean of the two bounds at n = 64 is also within 7×10⁻⁶ of (4), because C = C′ makes the leading errors cancel.

**What refinement does not cure**

The density on the first grid link below the corner is the potential difference over that link divided by h. In units of J_mean it is 1.84, 2.27, 2.82 and 3.53 for n = 8, 16, 32 and 64. It follows the divergence h^(−1/3): the last doubling gives an exponent 0.322, where 1/3 is the limit. A peak density read from such a grid is therefore a property of the grid.

Nor is the link accurate in the relative sense. Its computed potential drop is 0.906 to 0.904 of the true drop over the same distance on all four grids. The scaling argument explains this: one lattice step from the corner, the true drop and its error are both proportional to h^(2/3), so their ratio tends to a constant.

At a fixed distance the density is well defined. At r = b/2 on the via wall, (3) gives J/J_mean = 1.076, and the finest grid agrees to within 0.1 percent. At r = 1 nm the map gives 1.84, while the leading term (2/3)κbr^(−1/3), with κ and r in units of b, gives 1.74, about 5 percent too low.

These local values belong to the model of a sharp corner and a local resistivity. A rounded corner keeps the density finite. Ohm's law with constant ρ needs an electron mean free path λ that is small compared with a and b, and near the corner also small compared with r, since the field there varies over the distance r itself. The free-electron estimate λ = ħk_F/(ne²ρ), with k_F = (3π²n)^(1/3) and copper's n = 8.5×10²⁸ m⁻³, gives 6.6 nm at 100 nΩ m. This value assumes that ρ comes from scattering spread through the bulk. Bulk copper at room temperature has about 17 nΩ m, for which the same formula gives about 39 nm, more than b; a higher ρ in copper of this size comes from scattering at surfaces and grain boundaries, which a constant local ρ need not describe. The ballistic resistance of the via cross-section, (πħ/e²)·4π/(k_F²bd) ≈ 2.2 Ω, is also comparable with the 3.22 Ω of the bend. The resistance in the worked example is therefore only a rough guide, and the density at r = 1 nm illustrates the map and does not predict a local current. A resistive barrier between line and via changes both R and the corner field, and (4) to (6) then no longer apply. The full grid sequence is in the numerical output below.

Computed results

```
line thickness a = 40 nm, via width b = 20 nm
depth = 20 nm, resistivity = 100 nOhm m
arm lengths L1, L2 = 100, 50 nm
one square = 5.000 Ohm
delta(s=1) = 0.558729 squares
delta(s=2) = 0.643537 squares = 3.2177 Ohm
delta(s=3) = 0.763485 squares
total R from map = 5.643537 squares = 28.2177 Ohm
n = cells per via width; R in squares
n= 8: R_phi=5.628628, R_psi=5.659338
  errors: phi 1.491e-02, psi 1.580e-02 squares
  first-link J/J_mean=1.8351, drop/exact=0.9056
n=16: R_phi=5.637548, R_psi=5.649739
  errors: phi 5.990e-03, psi 6.202e-03 squares
  first-link J/J_mean=2.2664, drop/exact=0.9052
n=32: R_phi=5.641143, R_psi=5.645982
  errors: phi 2.394e-03, psi 2.445e-03 squares
  first-link J/J_mean=2.8203, drop/exact=0.9046
n=64: R_phi=5.642583, R_psi=5.644504
  errors: phi 9.540e-04, psi 9.665e-04 squares
  first-link J/J_mean=3.5260, drop/exact=0.9040
order n=8 to 16: phi 1.3156, psi 1.3492
order n=16 to 32: phi 1.3231, psi 1.3428
order n=32 to 64: phi 1.3273, psi 1.3391
growth exponent of first-link density, n=32 to 64: 0.3222
arm truncation change at n=16 = 2.67e-08 squares
kappa map, grid = 0.96379, 0.96277 (b=1 units)
J/J_mean at r=b/2: map 1.07571, grid 1.07624
J/J_mean at r=1 nm: map 1.8391, leading term 1.7441
s=1: lattice constants phi 0.26483, psi 0.26446
s=2: lattice constants phi 0.26484, psi 0.26454
s=3: lattice constants phi 0.26487, psi 0.26456
extrapolated with 4/3: 5.643531 squares, error -6.62e-06
extrapolated with 2: 5.643063 squares, error -4.74e-04
smooth control orders: max error 1.9982, energy 2.0002
```
